# Stability Domains in the Pourbaix Diagram from Planes and Their Envelope: test program

```python
# Result under test: for one element M in water, each species M_a O_b H_h^z has
#   phi = [G + kT ln(activity) - b G_water]/a - p s pH - n U   (per M atom),
# p = (2b-h)/a protons and n = p + z/a electrons released, s = kT ln 10.
# The lower envelope of these planes projects onto the stability domains, and
# a boundary has slope -s (difference of p)/(difference of n).
# G: formation free energy (eV); U: potential against the standard hydrogen
# electrode (V); solids have activity 1, ions a common chosen activity.
# Independent road: linear programs that know only atom and charge balance.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import linprog, minimize_scalar

T = 298.15
kB = const.k / const.e
kT = kB * T
s = kT * np.log(10)
G_water = -2.5
ION_ACTIVITY = 1e-6
# name: (M atoms, O atoms, H atoms, charge, formation free energy in eV)
species = {
    "M": (1, 0, 0, 0, 0.0),
    "MO": (1, 1, 0, 0, -2.6),
    "M2O3": (2, 3, 0, 0, -7.4),
    "M3O4": (3, 4, 0, 0, -9.9),
    "M2+": (1, 0, 0, 2, -0.8),
    "M3+": (1, 0, 0, 3, 0.0),
    "HMO2-": (1, 2, 1, -1, -4.0),
}
names = list(species)


def coefficients(name, activity=ION_ACTIVITY, energy=None):
    """Derived plane: intercept, protons p and electrons n per M atom."""
    a, b, h, z, G = species[name]
    G = G if energy is None else energy
    mixing = kT * np.log(activity) if z else 0.0
    p = (2 * b - h) / a
    return (G + mixing - b * G_water) / a, p, p + z / a


def plane(name, point, activity=ION_ACTIVITY):
    A, p, n = coefficients(name, activity)
    return A - p * s * point[0] - n * point[1]


def equilibrium(point, allowed=None, activity=ION_ACTIVITY, energies=None):
    """Minimum free energy of one M atom open to water, H+ and electrons."""
    allowed = allowed or names
    energies = energies or {}
    columns, cost = [], []
    for name in allowed:
        a, b, h, z, G = species[name]
        columns.append((a, b, h, z))
        cost.append(energies.get(name, G) + (kT * np.log(activity) if z else 0))
    columns += [(0, 1, 2, 0), (0, 0, 1, 1), (0, 0, 0, -1)]
    cost += [G_water, kT * np.log(10.0 ** (-point[0])), -point[1]]
    limits = [(0, None)] * len(allowed) + [(None, None)] * 3
    res = linprog(cost, A_eq=np.array(columns, float).T, b_eq=[1, 0, 0, 0],
                  bounds=limits, method="highs")
    assert res.status == 0
    share = [res.x[k] * species[x][0] for k, x in enumerate(allowed)]
    return res.fun, allowed[int(np.argmax(share))]


def crossing(point, axis, half, pair, **options):
    """Bisect the change of stable species along one axis."""
    low, high = np.array(point, float), np.array(point, float)
    low[axis] -= half
    high[axis] += half
    first = equilibrium(low, **options)[1]
    last = equilibrium(high, **options)[1]
    assert {first, last} == set(pair), (first, last, pair)
    for _ in range(22):
        middle = (low + high) / 2
        if equilibrium(middle, **options)[1] == first:
            low = middle
        else:
            high = middle
    return (low + high) / 2


# Each plane, also of species that are never stable, against atom balance
rng = np.random.default_rng(4)
for name in names:
    for _ in range(4):
        x = np.array([rng.uniform(0, 14), rng.uniform(-1.2, 1.6)])
        assert abs(equilibrium(x, [name])[0] - plane(name, x)) < 1e-7

# Domains as intersections of half-planes inside a finite window
pH_max, U_min, U_max = 14.0, -1.2, 1.6


def domain(name):
    poly = [np.array(v) for v in
            [(0.0, U_min), (pH_max, U_min), (pH_max, U_max), (0.0, U_max)]]
    for other in names:
        if other == name:
            continue
        kept = []
        for k, v in enumerate(poly):
            w = poly[(k + 1) % len(poly)]
            dv = plane(name, v) - plane(other, v)
            dw = plane(name, w) - plane(other, w)
            if dv <= 0:
                kept.append(v)
            if dv * dw < 0:
                kept.append(v + (w - v) * dv / (dv - dw))
        poly = kept
    return poly


def area(poly):
    return 0.5 * sum(v[0] * w[1] - w[0] * v[1]
                     for v, w in zip(poly, poly[1:] + poly[:1]))


domains = {name: domain(name) for name in names}
total_area = pH_max * (U_max - U_min)
assert abs(sum(area(d) for d in domains.values()) - total_area) < 1e-8

# Envelope, domains, concavity and monotonic release on a grid of equilibria
N = 24
pH_grid = (np.arange(N) + 0.5) * pH_max / N
U_grid = U_min + (np.arange(N) + 0.5) * (U_max - U_min) / N
value, p_map, n_map = np.zeros((3, N, N))
for i, j in itertools.product(range(N), range(N)):
    x = np.array([pH_grid[i], U_grid[j]])
    value[i, j], stable = equilibrium(x)
    assert abs(value[i, j] - min(plane(k, x) for k in names)) < 1e-6
    poly = domains[stable]
    assert len(poly) >= 3
    for v, w in zip(poly, poly[1:] + poly[:1]):
        cross = (w[0]-v[0])*(x[1]-v[1]) - (w[1]-v[1])*(x[0]-v[0])
        assert cross > -1e-6
    _, p_map[i, j], n_map[i, j] = coefficients(stable)
assert np.all(np.diff(n_map, axis=1) >= -1e-12)
assert np.all(np.diff(p_map, axis=0) >= -1e-12)
for second in (value[2:] - 2*value[1:-1] + value[:-2],
               value[:, 2:] - 2*value[:, 1:-1] + value[:, :-2],
               value[2:, 2:] - 2*value[1:-1, 1:-1] + value[:-2, :-2],
               value[2:, :-2] - 2*value[1:-1, 1:-1] + value[:-2, 2:]):
    assert second.max() < 1e-6

print(f"T = {T} K, kT = {kT:.6f} eV")
print(f"s = kT ln10 = {s:.6f} eV = {s*const.e/const.value('Hartree energy'):.6f} hartree")
print(f"59 mV slope: {1000*s:.2f} mV per pH; at 373.15 K: "
      f"{1000*kB*373.15*np.log(10):.2f} mV per pH")
print(f"ion activity {ION_ACTIVITY:.0e}, kT ln(activity) = {kT*np.log(ION_ACTIVITY):.4f} eV")
print(f"water formation energy (rough input) {G_water} eV")
print(f"window: pH 0 to {pH_max:.0f}, U {U_min} to {U_max} V")
print("species: G (eV), intercept (eV per M), p, n, share of window area")
for name in names:
    A, p, n = coefficients(name)
    share = area(domains[name]) / total_area if domains[name] else 0.0
    print(f"  {name:6s} {species[name][4]:5.1f} {A:8.4f} {p:.4f} {n:.4f} {share:.4f}")

# Boundaries: positions and slopes found by bisection of the equilibria
print("boundaries: ends (pH, U in V), slope found by bisection (mV per pH)")
edges, count59 = {}, 0
for i, j in itertools.combinations(names, 2):
    ends = sorted({tuple(np.round(v, 9)) for v in domains[i]
                   if abs(plane(i, v) - plane(j, v)) < 1e-7})
    if len(ends) != 2:
        continue
    v, w = np.array(ends[0]), np.array(ends[1])
    edges[i, j] = (v, w)
    _, pi, ni = coefficients(i)
    _, pj, nj = coefficients(j)
    vertical = abs(ni - nj) < 1e-12
    axis, half = (0, 0.1) if vertical else (1, 0.03)
    quarter = [v + f * (w - v) for f in (0.25, 0.75)]
    found = [crossing(q, axis, half, (i, j)) for q in quarter]
    assert max(np.abs(f - q).max() for f, q in zip(found, quarter)) < 2e-5
    if vertical:
        text = "vertical"
        is59 = False
    else:
        slope = (found[1][1] - found[0][1]) / (found[1][0] - found[0][0])
        assert abs(slope + s * (pi - pj) / (ni - nj)) < 1e-5
        text = f"{round(1000 * slope, 2) + 0.0:.2f}"
        is59 = abs(slope + s) < 1e-5
    count59 += is59
    same_charge = abs(species[i][3]/species[i][0] - species[j][3]/species[j][0]) < 1e-12
    assert is59 == same_charge
    print(f"  {i}/{j}: ({v[0]:.3f}, {v[1]:.4f}) ({w[0]:.3f}, {w[1]:.4f}) {text}")
print(f"boundaries with the 59 mV slope: {count59} of {len(edges)}")

print("triple points: pH, U (V)")
triples = {}
for poly in domains.values():
    for v in poly:
        low = min(plane(k, v) for k in names)
        meet = tuple(k for k in names if plane(k, v) - low < 1e-8)
        if len(meet) >= 3:
            triples[meet] = v
for meet, v in triples.items():
    print(f"  {', '.join(meet)}: {v[0]:.3f}, {v[1]:.4f}")


# Ion activity over a solid, by minimising the ideal dilute free energy
def activity_over(solid, ion, point):
    gap = plane(ion, point, activity=1.0) - plane(solid, point)
    def free_energy(log_c):
        return 1e6 * np.exp(log_c) * (gap + kT * (log_c - 1))
    res = minimize_scalar(free_energy, bounds=(-25, -8), method="bounded",
                          options={"xatol": 1e-10})
    return np.exp(res.x)


for solid in ("M", "MO"):
    v, w = edges[solid, "M2+"]
    c_found = activity_over(solid, "M2+", (v + w) / 2)
    assert abs(c_found / ION_ACTIVITY - 1) < 1e-4
    print(f"M2+ activity over {solid} on their boundary: {c_found:.3e}")
v, w = edges["M", "M2+"]
below = activity_over("M", "M2+", (v + w) / 2 - np.array([0, s]))
assert abs(below / (ION_ACTIVITY / 100) - 1) < 1e-3
print(f"M2+ activity over M, {1000*s:.2f} mV lower: {below:.3e}")

# Ratio of two ions at fixed dissolved total, s above their boundary
v, w = edges["M2+", "M3+"]
x = (v + w) / 2 + np.array([0, s])
f2, f3 = plane("M2+", x), plane("M3+", x)
res = minimize_scalar(lambda y: y*(f2 + kT*np.log(y)) + (1-y)*(f3 + kT*np.log(1-y)),
                      bounds=(1e-6, 1 - 1e-6), method="bounded",
                      options={"xatol": 1e-11})
ratio = (1 - res.x) / res.x
assert abs(ratio / np.exp(-(f3 - f2) / kT) - 1) < 1e-4
print(f"M3+/M2+ ratio {1000*s:.2f} mV above their boundary: {ratio:.3f}")

# A thousandfold larger ion activity moves boundaries
v, w = edges["M", "M2+"]
base = (v + w) / 2
new = crossing(base, 1, 0.15, ("M", "M2+"), activity=1e-3)
assert abs(new[1] - base[1] - kT * np.log(1e3) / 2) < 1e-5
print(f"M/M2+ boundary at activity 1e-3: {new[1]:.4f} V, shift {new[1]-base[1]:.4f} V")

# Absent oxide: best margin over the whole plane, then its appearance
k4 = np.array(coefficients("M3O4"))
rows, rhs = [], []
for name in names:
    if name != "M3O4":
        d = np.array(coefficients(name)) - k4
        rows.append([d[1] * s, d[2], 1.0])
        rhs.append(d[0])
res = linprog([0, 0, -1], A_ub=rows, b_ub=rhs, bounds=[(None, None)] * 3,
              method="highs")
assert res.status == 0
margin = -res.fun
decomposition = (species["M3O4"][4] - species["MO"][4] - species["M2O3"][4]) / 3
assert abs(margin + decomposition) < 1e-7 and not domains["M3O4"]
print(f"M3O4 least height above envelope: {-margin:.4f} eV per M")
print(f"M3O4 energy above MO + M2O3: {decomposition:.4f} eV per M")
G_new = -10.1
A4, p4, n4 = coefficients("M3O4", energy=G_new)
limits = []
for other in ("MO", "M2O3"):
    A, p, n = coefficients(other)
    U_line = (A4 - A) / (n4 - n) - s * 10
    found = crossing((10.0, U_line), 1, 0.03, (other, "M3O4"),
                     energies={"M3O4": G_new})
    assert abs(found[1] - U_line) < 1e-5
    limits.append(found[1])
print(f"with G(M3O4) = {G_new} eV, its range at pH 10: {limits[0]:.4f} to {limits[1]:.4f} V")


# Water limits from balanced gas formation, solved from atoms and charge
def gas_energy(O, H, pH, U):
    reservoirs = np.array([[1, 0, 0], [2, 1, 0], [0, 1, -1]], float)
    amounts = np.linalg.solve(reservoirs, [-O, -H, 0])
    return amounts @ [G_water, kT * np.log(10.0 ** (-pH)), -U]


for label, O, H, U0 in (("H2", 0, 2, 0.0), ("O2", 2, 0, -G_water / 2)):
    lines = []
    for pH in (0.0, 7.0):
        e0, e1 = gas_energy(O, H, pH, 0.0), gas_energy(O, H, pH, 1.0)
        U_zero = e0 / (e0 - e1)
        assert abs(U_zero - (U0 - s * pH)) < 1e-10
        lines.append(round(U_zero, 4) + 0.0)
    print(f"{label} line of water: {lines[0]:.4f} V at pH 0, {lines[1]:.4f} V at pH 7")

print("finished without a failed check")
```

Running it gives:

```
T = 298.15 K, kT = 0.025693 eV
s = kT ln10 = 0.059159 eV = 0.002174 hartree
59 mV slope: 59.16 mV per pH; at 373.15 K: 74.04 mV per pH
ion activity 1e-06, kT ln(activity) = -0.3550 eV
water formation energy (rough input) -2.5 eV
window: pH 0 to 14, U -1.2 to 1.6 V
species: G (eV), intercept (eV per M), p, n, share of window area
  M        0.0   0.0000 0.0000 0.0000 0.2021
  MO      -2.6  -0.1000 2.0000 2.0000 0.0188
  M2O3    -7.4   0.0500 3.0000 3.0000 0.5095
  M3O4    -9.9   0.0333 2.6667 2.6667 0.0000
  M2+     -0.8  -1.1550 0.0000 2.0000 0.2137
  M3+      0.0  -0.3550 0.0000 3.0000 0.0466
  HMO2-   -4.0   0.6450 3.0000 2.0000 0.0094
boundaries: ends (pH, U in V), slope found by bisection (mV per pH)
  M/MO: (8.916, -0.5775) (12.594, -0.7950) -59.16
  M/M2+: (0.000, -0.5775) (8.916, -0.5775) 0.00
  M/HMO2-: (12.594, -0.7950) (14.000, -0.9198) -88.74
  MO/M2O3: (8.916, -0.3775) (12.594, -0.5950) -59.16
  MO/M2+: (8.916, -0.5775) (8.916, -0.3775) vertical
  MO/HMO2-: (12.594, -0.7950) (12.594, -0.5950) vertical
  M2O3/M2+: (2.282, 0.8000) (8.916, -0.3775) -177.48
  M2O3/M3+: (2.282, 0.8000) (2.282, 1.6000) vertical
  M2O3/HMO2-: (12.594, -0.5950) (14.000, -0.5950) 0.00
  M2+/M3+: (0.000, 0.8000) (2.282, 0.8000) 0.00
boundaries with the 59 mV slope: 2 of 10
triple points: pH, U (V)
  M, MO, HMO2-: 12.594, -0.7950
  M, MO, M2+: 8.916, -0.5775
  MO, M2O3, HMO2-: 12.594, -0.5950
  MO, M2O3, M2+: 8.916, -0.3775
  M2O3, M2+, M3+: 2.282, 0.8000
M2+ activity over M on their boundary: 1.000e-06
M2+ activity over MO on their boundary: 1.000e-06
M2+ activity over M, 59.16 mV lower: 1.000e-08
M3+/M2+ ratio 59.16 mV above their boundary: 10.000
M/M2+ boundary at activity 1e-3: -0.4887 V, shift 0.0887 V
M3O4 least height above envelope: 0.0333 eV per M
M3O4 energy above MO + M2O3: 0.0333 eV per M
with G(M3O4) = -10.1 eV, its range at pH 10: -0.4916 to -0.3416 V
H2 line of water: 0.0000 V at pH 0, -0.4141 V at pH 7
O2 line of water: 1.2500 V at pH 0, 0.8359 V at pH 7
finished without a failed check
```
